\section*{Choosing a Brillouin-zone mesh for conservative simulation of successive silicide layers}

\section{The symmetry that fixes the growth law}

Consider a planar stack of metal, silicides and silicon, with the metal-rich side on the left. Layer $i$ has metal fraction $x_i$ and contains $N_i$ atoms per unit area. Let $J_M$ and $J_S$ be the metal and silicon fluxes through it, positive to the right. If the lattice of the layer drifts as a whole, the fluxes change by
\[
J_M\to J_M+c\,x_i,\qquad J_S\to J_S+c\,(1-x_i).
\]
The drift delivers $c$ atoms of the layer's own composition to its right face and removes $c$ from its left face, so it cannot change $N_i$. Growth can therefore depend on the fluxes only through a drift-invariant combination. For $\alpha J_M+\beta J_S$, invariance requires $\alpha x_i+\beta(1-x_i)=0$. Up to normalization this leaves one choice,
\begin{equation}
K_i=(1-x_i)J_M-x_iJ_S .
\label{K}
\end{equation}

What drives $K_i$ is a combination of the energies per atom of the layer and its two neighbours. Electronic-structure programs supply these energies, and the setting treated here is the density of the Brillouin-zone mesh used to compute them. The growth law shows how accurate they must be.

The phases are line compounds, the outer surfaces are closed, and the temperature is constant. Transport is quasi-steady, so each flux is uniform within a layer. Stress, lateral structure and nucleation barriers are left out. The equations hold in atomic units as in any other consistent set; numbers are given in eV, \AA\ and seconds.

\section{Element balances at a moving interface}

Let $a$ be the layer to the left of an interface and $b$ the layer to its right. Let $r_a$ and $r_b$ be the atoms of each phase formed there per unit area and time, and put $T=J_M+J_S$. Conservation of all atoms and of metal atoms gives
\begin{align}
r_a+r_b&=T_a-T_b,\\
x_ar_a+x_br_b&=J_{M,a}-J_{M,b}.
\end{align}
Equation~(\ref{K}) is equivalent to $J_M=K+xT$. Subtracting $x_b$ times the first balance from the second gives
\begin{align*}
(x_a-x_b)r_a
&=K_a+x_aT_a-K_b-x_bT_b-x_b(T_a-T_b)\\
&=K_a-K_b+(x_a-x_b)T_a .
\end{align*}
Hence
\begin{equation}
r_a=W_{ab}+T_a,\qquad r_b=-W_{ab}-T_b,\qquad
W_{ab}=\frac{K_a-K_b}{x_a-x_b}.
\end{equation}
Layer $i$ gains $W_{i,i+1}+T_i$ at its right face and $-W_{i-1,i}-T_i$ at its left face. The drift term cancels, as the symmetry requires:
\begin{equation}
\frac{dN_i}{dt}=W_{i,i+1}-W_{i-1,i}.
\label{rate}
\end{equation}
Here $i\pm1$ denotes the neighbour actually present. A missing interface contributes nothing. In an end layer the fluxes vanish at the closed surface and are uniform, so $K=0$ throughout that layer.

Each $W$ enters two layers with opposite signs, so $\sum_i dN_i/dt=0$. For the metal,
\[
\sum_i x_i\frac{dN_i}{dt}
=\sum_{\rm interfaces}(x_i-x_{i+1})W_{i,i+1}
=\sum_{\rm interfaces}(K_i-K_{i+1})=0,
\]
because the last sum telescopes to the difference between the two end currents. Total atoms and metal are conserved, and therefore silicon is too. Explicit balances with random species fluxes confirmed (\ref{rate}).

\section{How energies drive the layers}

Let $\mu_M$ and $\mu_S$ be the chemical potentials and $\Delta=\mu_M-\mu_S$. At fixed temperature and pressure the Gibbs--Duhem relation is $x\,d\mu_M+(1-x)\,d\mu_S=0$. Inserting $d\mu_M=d\Delta+d\mu_S$ gives
\[
d\mu_S=-x\,d\Delta,\qquad d\mu_M=(1-x)\,d\Delta .
\]
Assume that in the lattice frame each species responds to its own gradient, $J_M=-L_M\,d\mu_M/dz$ and $J_S=-L_S\,d\mu_S/dz$. Then
\begin{equation}
K=-\Lambda\frac{d\Delta}{dz},\qquad
\Lambda=(1-x)^2L_M+x^2L_S .
\end{equation}

Let $g_i$ be the free energy per atom. At an interface in local equilibrium both phases share $\mu_M$ and $\mu_S$, so $g_i=\mu_S+x_i\Delta$ holds for each. Subtracting the two relations gives the common-tangent slope
\begin{equation}
s_{ij}=\frac{g_i-g_j}{x_i-x_j}.
\end{equation}
The drive across layer $i$ is $A_i=s_{i-1,i}-s_{i,i+1}$. It is positive when $g_i$ lies below the line joining its neighbours.

Let the interface reactions use up a part $R_iK_i$ of this drive. The remainder acts across the thickness $l_i=N_i/\rho_i$, where $\rho_i$ is the atomic density. With constant $\Lambda_i$, $A_i-R_iK_i=K_il_i/\Lambda_i$, and so
\begin{equation}
K_i=\frac{A_i}{l_i/\Lambda_i+R_i}.
\label{law}
\end{equation}
The linear interface term is a model assumption. It is doubtful when the energy dropped at an interface greatly exceeds $k_BT$.

The law has the correct thermodynamic direction. With $G=\sum_ig_iN_i$,
\begin{align*}
\frac{dG}{dt}
&=\sum_{\rm interfaces}(g_i-g_{i+1})W_{i,i+1}
=\sum_{\rm interfaces}s_{i,i+1}(K_i-K_{i+1})\\
&=-\sum_i A_iK_i\le0 .
\end{align*}
The second equality uses the definitions of $s$ and $W$. The last line collects the two terms containing each $K_i$.

\section{When one phase vanishes and another begins}

The drives depend on which phases are neighbours, so they must be recomputed whenever the stack changes. A conserving step proceeds as follows.
\begin{enumerate}
\item Insert candidate absent phases, in composition order, with zero atoms. Accept a set if every inserted phase has a positive rate and no omitted phase could be added and grow.
\item Compute the rates, advance half a step, and recompute the rates at this midpoint.
\item Use the midpoint rates for the full step $\tau$. If a layer would become negative, shorten the step to $\tau'=N_i/|dN_i/dt|$ with the same rates for all layers. If several would, use the smallest $\tau'$.
\item Remove the emptied layer and return to the first item.
\end{enumerate}
Every update is a sum of interface transfers, so shortening it preserves both elements, and the removed layer holds nothing beyond rounding error. The midpoint rates belong to time $\tau/2$ instead of $\tau'/2$. This causes an error of order $\tau^2$ once per disappearance, the same order as the accumulated error of the midpoint method. A phase that enters while all other layers survive is different. It is noticed only at the start of a step, up to $\tau$ late, and the rates can jump when it enters, which gives an error of order $\tau$. In the thick-film example below, the entry of MSi lowers the drive and the growth rate of M$_2$Si by one third. Small steps keep this error small; to restore second order, end a step where the candidate's rate passes through zero and insert the phase at that point. Its rate there is zero, so the first item alone would still reject it and delay it by a full step. The step should be small enough that no layer resistance $l_i/\Lambda_i+R_i$ changes by more than a small fraction.

In general an acceptable set need not exist, and if it exists it need not be unique. Inserting one phase changes the drives and currents of its neighbours. This can hinder another candidate or help it, so candidates may block one another or may be able to grow only together, and then no set or several sets pass the test. A nucleation model must then decide. In the runs reported here exactly one acceptable set was found at every selection among absent phases.

Setting negative layers to zero after a fixed step is not equivalent. If layer $i$ has overshot to $-\delta$, clipping creates $x_i\delta$ metal atoms and $(1-x_i)\delta$ silicon atoms per unit area.

\section{A finite film worked through}

The example uses a generic metal M and round model parameters; no electronic-structure calculation was made for it. While a layer is thin, nearly its whole drive, up to about 2 eV, drops at the interfaces. This is far above $k_BT$, so the linear interface term serves here only to illustrate the equations. The free energies of M$_2$Si, MSi and MSi$_2$ are $-0.45$, $-0.45$ and $-0.32$ eV per atom, relative to the elements. The other parameters are listed in the numerical output. A 400 \AA\ metal film contains $400\times0.09=36$ atoms/\AA$^2$ and lies on 5000 \AA\ of silicon.

When one phase $p$ grows between end layers $a$ and $b$, their currents vanish and (\ref{rate}) becomes
\begin{equation}
\rho_p\frac{dl_p}{dt}=c_pK_p,\qquad
c_p=\frac1{x_a-x_p}+\frac1{x_p-x_b}.
\end{equation}
Inserting (\ref{law}), separating variables and integrating from zero thickness gives
\begin{equation}
t=\frac{\rho_p}{c_pA_p}
\left(\frac{l_p^2}{2\Lambda_p}+R_pl_p\right).
\label{time}
\end{equation}
For $l_p\ll2\Lambda_pR_p$ growth is linear in time and limited by the interfaces. For $l_p\gg2\Lambda_pR_p$ it is parabolic and limited by diffusion.

In the first stage the metal produces $36/(2/3)=54$ atoms/\AA$^2$ of M$_2$Si, or $54/0.08=675$ \AA. Here $c=3+3/2=4.5$ and $A=4.5\times0.45=2.025$ eV, so
\[
t=\frac{0.08}{4.5\times2.025}
\left(\frac{675^2}{20}+5\times675\right)\approx230\ {\rm s}.
\]
MSi then consumes M$_2$Si and reaches 900 \AA. With $c=6+2=8$ and $A=0.90$ eV,
\[
t=\frac{0.08}{8\times0.90}
\left(\frac{900^2}{10}+100\times900\right)=1900\ {\rm s}.
\]
Finally $36/(1/3)=108$ atoms/\AA$^2$ of MSi$_2$ form, a layer of 1543 \AA. With $c=6+3=9$ and $A=0.18$ eV,
\[
t=\frac{0.07}{9\times0.18}
\left(\frac{1543^2}{40}+400\times1543\right)
\approx2.92\times10^4\ {\rm s}.
\]
The bracket is $0.60\times10^5+6.17\times10^5$, so interface resistance accounts for about 91 per cent of this last time. The simulation reproduces all three durations. Its largest element error is about $10^{-13}$ atoms/\AA$^2$. Over the first 2400 s, clipping after forward-Euler steps of 20 s instead creates 0.65 metal atoms/\AA$^2$, or 1.8 per cent of the initial metal; with 2 s steps the excess is 0.3 per cent. The amount depends on where the last step before a disappearance happens to land: steps of 18, 19, 21 and 22 s give values from about 0.3 to 1.4 atoms/\AA$^2$.

\subsection{A thicker film changes the sequence}

The second silicide need not wait for the metal to run out. Let indices 1 and 2 denote M$_2$Si and MSi, with metal still present on the left and silicon on the right. At zero thickness $K_2=A_2/R_2$, and MSi grows if
\[
K_2\left(\frac1{x_1-x_2}+\frac1{x_2}\right)
-\frac{K_1}{x_1-x_2}>0 .
\]
The bracket equals $x_1/[x_2(x_1-x_2)]$, so the condition is $K_2>(x_2/x_1)K_1$. Inserting (\ref{law}) for $K_1$ and solving for $l_1$ gives the threshold
\begin{equation}
l_{1,c}=\Lambda_1\left(\frac{x_2}{x_1}\frac{A_1R_2}{A_2}-R_1\right).
\label{critical}
\end{equation}
This form assumes $A_2>0$; a negative result then means that MSi can enter at once. If $A_2\le0$ while $A_1>0$, MSi cannot grow at any $l_1$. With MSi in the stack, $A_1=1.35$ eV and $A_2=0.90$ eV, so
\[
l_{1,c}=10\left(0.75\times\frac{1.35\times100}{0.90}-5\right)
=1075\ \mbox{\AA}.
\]
The metal needed for this layer is $1075\times0.08\times(2/3)/0.09=637$ \AA\ thick, or 1204 bohr. Films slightly below and above this value were tested and fell on the expected sides.

For a 1000 \AA\ film, MSi enters at 555 s with 363 \AA\ of metal left. When the metal runs out at 1682 s, M$_2$Si is 1603 \AA\ thick and MSi 113 \AA.

\subsection{Limited silicon and a calculation without fronts}

Silicon can also be the element that runs out. Starting from 54 metal and 36 silicon atoms/\AA$^2$, let $N_1$ and $N_2$ be the final amounts of M$_2$Si and MSi. The two balances are $N_1+N_2=90$ and $2N_1/3+N_2/2=54$, with solution $N_1=54$, $N_2=36$ atoms/\AA$^2$. The simulation stops there, in agreement with a separate minimization of $G$ at fixed element totals.

A second comparison solved the composition conservation law on a fixed grid, with narrow composition ranges for the compounds and no rules for events. It was made near the diffusion-controlled limit, before and after the loss of metal and of M$_2$Si. The largest difference in any layer's share of the atoms was 0.0035.

\section{Choosing the Brillouin-zone mesh}

Let $e_i$ be the error in the computed energy per atom of phase $i$ caused by replacing the Brillouin-zone integral by a finite mesh sum. For phase $p$ between $a$ and $b$, the definition of the drive gives
\begin{equation}
\delta A_p=\frac{e_a}{x_a-x_p}+\frac{e_b}{x_p-x_b}-c_pe_p .
\end{equation}
If all errors are equal, the first two terms add to $c_pe$ and the total vanishes. More generally, an error $\alpha+\beta x$ shifts both tangent slopes by $\beta$ and leaves the drive unchanged. Different crystal structures give no guarantee of such cancellation. If each $|e_i|\le\varepsilon$, the triangle inequality gives
\begin{equation}
|\delta A_p|\le2c_p\varepsilon .
\label{bound}
\end{equation}

With fixed transport parameters, (\ref{time}) gives $\delta t/t\approx-\delta A_p/A_p$ to first order. To keep this estimate within 10 per cent, it is sufficient that $\varepsilon\le0.1A_p/(2c_p)$:
\begin{itemize}
\item M$_2$Si stage: $0.2025/9\approx0.02$ eV per atom;
\item MSi stage: $0.090/16\approx0.0056$ eV per atom;
\item MSi$_2$ stage: $0.018/18=0.001$ eV per atom.
\end{itemize}
The smallest ratio $A_p/c_p$, here that of MSi$_2$, sets the requirement. These tolerances belong to the model parameters and to the linear law (\ref{law}); a nonlinear interface reaction or a nucleation barrier would respond differently to $\delta A_p$. At $\varepsilon=0.01$ eV per atom the bound for MSi$_2$ is 0.18 eV, equal to the drive itself, so even the stability of that phase would not be secured.

The critical thickness needs its own check, because it contains a ratio of drives. With indices 0 and 4 for metal and silicon,
\[
\delta A_1=3e_0-9e_1+6e_2,\qquad
\delta A_2=6e_1-8e_2+2e_4 .
\]
Equation~(\ref{critical}) shows that $l_{1,c}+\Lambda_1R_1$ is proportional to $A_1/A_2$. Its relative change is, to first order,
\[
\frac{\delta A_1}{1.35}-\frac{\delta A_2}{0.90}
\approx2.2e_0-13.3e_1+13.3e_2-2.2e_4,
\]
with errors in eV. For $\varepsilon=0.001$ eV the magnitude is at most about 0.031. Since $l_{1,c}+\Lambda_1R_1=1125$ \AA, the threshold shifts by at most about 35 \AA\ of M$_2$Si, or 21 \AA\ of metal, at this order.

These results lead to the following practice.
\begin{enumerate}
\item Compare meshes by reciprocal-space spacing, not by number of divisions. A cell edge $a$ with $n$ divisions has spacing $2\pi/(na)$ in an orthogonal cell, so equal $n$ means different sampling in different cells.
\item Refine the mesh for every phase, including the elements, and monitor each $A_p$ that occurs in the sequence. Stop when its changes are small compared with $A_p$ itself. A change between two meshes is an estimate of the error, not a bound.
\item Recompute the drives for each set of neighbours. MSi$_2$ has a drive of 0.18 eV between MSi and silicon; that value does not apply beside another phase.
\item Keep any occupation smearing fixed while refining the mesh, then vary its width separately. For a metal, the mesh limit at finite smearing generally differs from the zero-smearing limit.
\end{enumerate}
A converged mesh does not remove errors of the exchange-correlation functional or the basis, and it does not add vibrational free energy to a static total energy. These contributions enter $\delta A_p$ with the same coefficients and can be judged by (\ref{bound}). Nor does it supply $\Lambda_i$ or $R_i$: in the last stage above, the time is nearly proportional to $R_3$, the interface resistance of MSi$_2$, so an uncertain interface resistance can outweigh any further refinement of the mesh.

\section*{Computed values}
\begin{verbatim}
MODEL: x, g (eV/atom), density (atoms/A^3),
  mobility (atoms/(eV A s)), resistance (eV A^2 s/atom)
  M     x=1.0000 g=0.00 density=0.09
  M2Si  x=0.6667 g=-0.45 density=0.08 mobility=10 resistance=5
  MSi   x=0.5000 g=-0.45 density=0.08 mobility=5 resistance=100
  MSi2  x=0.3333 g=-0.32 density=0.07 mobility=20 resistance=400
  Si    x=0.0000 g=0.00 density=0.05
Initial M, Si thickness: 400, 5000 A
Initial M, Si amounts: 36.0, 250.0 atoms/A^2
EVENTS: time (s), new stack, layer thicknesses (A)
  0.0 s: M 400.0, M2Si 0.0, Si 5000.0
  229.6 s: M2Si 675.0, MSi 0.0, Si 4640.0
  2129.6 s: MSi 900.0, MSi2 0.0, Si 4280.0
  31367.8 s: MSi2 1542.9, Si 3560.0
M2Si stage: drive 2.025 eV, simulated 229.6 s, formula 229.6 s
MSi stage: drive 0.900 eV, simulated 1900.0 s, formula 1900.0 s
MSi2 stage: drive 0.180 eV, simulated 29238.2 s, formula 29238.1 s
Largest metal error: 3.1e-14 atoms/A^2
Largest silicon error: 1.3e-13 atoms/A^2
Free-energy drop: 34.560 eV/A^2
Integrated dissipation: 34.560 eV/A^2
Clipping, step 20 s: false metal 0.6454 atoms/A^2 (1.793 percent)
Clipping, step 2 s: false metal 0.1160 atoms/A^2 (0.322 percent)
Drives with MSi present: M2Si 1.350, MSi 0.900 eV
Critical M2Si thickness: 1075.0 A
Critical metal film: 637.0 A = 1203.8 bohr
Thick film: initial metal 1000 A
  MSi enters at 554.6 s, M2Si 1075.2 A, M left 362.9 A
  M exhausted at 1682.0 s, M2Si 1602.7 A, MSi 113.0 A
Silicon-limited input M, Si: 54.0, 36.0 atoms/A^2
Silicon-limited final M2Si, MSi: 54.000, 36.000 atoms/A^2
FIXED-GRID TEST: dimensionless time, atom shares M/M2Si/MSi/MSi2/Si
  t=0.003 tracked 0.059 0.126 0.125 0.133 0.556
          grid    0.058 0.128 0.124 0.134 0.556
  t=0.008 tracked 0.000 0.045 0.281 0.237 0.436
          grid    0.000 0.044 0.284 0.237 0.435
  t=0.020 tracked 0.000 0.000 0.109 0.587 0.304
          grid    0.000 0.000 0.107 0.590 0.303
Largest share difference: 0.0035 (dimensionless)
\end{verbatim}
